# The exact static polarizability of ground-state hydrogen

In a field of 1 MV/cm the electron cloud of a free hydrogen atom shifts by 46 fm on average, less than a thousandth of the Bohr radius. The response behind this shift is a polarizability of 4.5 cubic bohr. When it is assembled from the excited states of the atom, the 2p state supplies 2.9596, all bound states together 3.6633, and the ionized states the remaining 0.8367. None of these shares is a simple number, and the sum has infinitely many terms, yet the total is the fraction 9/2. The reason is that the distorted wave function can be written down in closed form, with no sum over states.

The model is a nonrelativistic, spinless electron of charge $-e$ (with $e>0$) bound to a point nucleus fixed at the origin, in a uniform static field $F$ along $z$. In Gaussian units

$$H=H_0+V,\qquad H_0=-\frac{\hbar^2}{2m}\nabla^2-\frac{e^2}{r},\qquad V=+eFz .$$

The sign of $V$ is that of a negative charge, which is driven towards negative $z$. With the Bohr radius $a=\hbar^2/(me^2)$, the ground state is

$$\psi_0=\frac{e^{-r/a}}{\sqrt{\pi a^3}},\qquad E_0=-\frac{e^2}{2a}.$$

This is confirmed by $\nabla^2\psi_0=(1/a^2-2/(ar))\psi_0$ and $\hbar^2/m=e^2a$: the kinetic term gives $(-e^2/2a+e^2/r)\psi_0$, and the Coulomb potential cancels the second part.

Expand the energy and the wave function in powers of $F$, writing $E=E_0+E_1+E_2+\dots$ and $\psi=\psi_0+\psi_1+\psi_2+\dots$, with $\langle\psi_0|\psi_1\rangle=0$. The first-order energy $E_1=\langle\psi_0|V|\psi_0\rangle$ vanishes because $z$ is odd and $\psi_0^2$ is even. The terms of first and second order in $H\psi=E\psi$ are then

$$(H_0-E_0)\psi_1=-V\psi_0,\qquad (H_0-E_0)\psi_2+V\psi_1=E_2\psi_0 .$$

Projecting the second equation on $\psi_0$ removes its first term, since $H_0$ is Hermitian, and leaves

$$E_2=\langle\psi_0|V|\psi_1\rangle\equiv-\tfrac12\alpha F^2 .$$

The last equality defines the polarizability $\alpha$. It is a coefficient in an expansion, and this matters because at any nonzero field the potential $eFz$ falls without limit towards negative $z$, so that the electron can eventually escape.

The usual road to $\psi_1$ is to project the first-order equation on an excited state $n$, which gives $(E_n-E_0)\langle n|\psi_1\rangle=-\langle n|V|\psi_0\rangle$. Inserting these amplitudes in $E_2$ yields

$$\alpha=2e^2\sum_{n\neq0}\frac{|\langle n|z|0\rangle|^2}{E_n-E_0},$$

where the sum includes an integral over the continuum. Every term is positive, so any single term is a lower bound. For 2p, the radial functions are $R_{10}=2a^{-3/2}e^{-r/a}$ and $R_{21}=(2\sqrt6)^{-1}a^{-3/2}(r/a)e^{-r/2a}$, and the angular integral of $\cos\theta$ between s and p is $1/\sqrt3$. With $s=r/a$,

$$\langle 2p|z|1s\rangle=\frac{a}{\sqrt3}\,\frac{1}{\sqrt6}\int_0^\infty s^4e^{-3s/2}\,ds=\frac{a}{\sqrt{18}}\,24\left(\frac23\right)^5 .$$

Its square is $(2^{15}/3^{10})a^2$. The excitation energy is $\tfrac38e^2/a$, so the 2p term is $\tfrac{16}{3}(2^{15}/3^{10})a^3=2.96\,a^3$. An upper bound follows by replacing every denominator by this smallest one. Completeness then gives $\sum_{n\ne0}|\langle n|z|0\rangle|^2=\langle z^2\rangle=a^2$, and $\alpha\le\tfrac{16}{3}a^3=5.33\,a^3$. The answer therefore lies between 2.96 and 5.33 cubic bohr, but closing the gap this way requires the whole spectrum.

The Dalgarno-Lewis method avoids the spectrum by treating the first-order equation as a differential equation. Write $\psi_1=f\psi_0$, which is permissible because $\psi_0$ has no nodes. The product rule gives

$$\nabla^2(f\psi_0)=f\nabla^2\psi_0+2\nabla f\cdot\nabla\psi_0+\psi_0\nabla^2f .$$

The first term on the right, taken together with the Coulomb potential and $-E_0$, reproduces $f(H_0-E_0)\psi_0=0$. Hence

$$(H_0-E_0)f\psi_0=-\frac{\hbar^2}{2m}\left(\psi_0\nabla^2f+2\nabla f\cdot\nabla\psi_0\right).$$

The Coulomb potential has disappeared; its effect survives in the known gradient of $\psi_0$. Setting the right side equal to $-V\psi_0$ and dividing by $-\hbar^2\psi_0/2m$,

$$\nabla^2f+2\nabla f\cdot\nabla\ln\psi_0=\frac{2m}{\hbar^2}V .$$

Here $\nabla\ln\psi_0=-\hat{\mathbf r}/a$, and $2meF/\hbar^2=2F/(ea)$ because $m/\hbar^2=1/(e^2a)$. The equation becomes

$$\nabla^2f-\frac2a\frac{\partial f}{\partial r}=\frac{2F}{ea}\,r\cos\theta .$$

The operator on the left is unchanged by rotations, so a source proportional to $\cos\theta$ calls for $f=g(r)\cos\theta$. The angular part of the Laplacian multiplies $\cos\theta$ by $-2/r^2$, and

$$g''+\left(\frac2r-\frac2a\right)g'-\frac{2g}{r^2}=\frac{2F}{ea}\,r .$$

To see why this has a short solution, let the left side act on a single power $r^p$. The terms without $a$ have the coefficient $p(p-1)+2p-2=(p-1)(p+2)$, so the result is

$$(p-1)(p+2)\,r^{p-2}-\frac{2p}{a}\,r^{p-1}.$$

The power $r^2$ produces the required $r$, together with a constant. The power $r^1$ can cancel that constant, and it produces nothing further because its first coefficient vanishes. The chain stops after two terms. With $g=Ar+Br^2$, the terms in $r$ and the constant terms require

$$-\frac{4B}{a}=\frac{2F}{ea},\qquad 4B-\frac{2A}{a}=0,$$

so $B=-F/(2e)$ and $A=2aB=-aF/e$. Since $r\cos\theta=z$,

$$\boxed{\psi_1=-\frac Fe\left(a+\frac r2\right)z\,\psi_0 .}$$

This function is normalizable, and it is orthogonal to $\psi_0$ because it is odd in $z$. It is also unique. Near the origin the homogeneous radial equation allows $g\sim r$ or $g\sim r^{-2}$. The second makes $|\psi_1|^2r^2\sim r^{-2}$, whose integral diverges. For the first, put $g=\sum_{p\ge1}c_pr^p$; the coefficient of $r^{p-1}$ vanishes if $p(p+3)c_{p+1}=(2p/a)c_p$, that is,

$$c_{p+1}=\frac{2}{a(p+3)}\,c_p .$$

These coefficients have the large-$p$ ratio of an exponential series in $2r/a$, so $g$ grows as $e^{2r/a}$ apart from powers of $r$. The product $g\psi_0$ then grows as $e^{r/a}$ and is not normalizable. No homogeneous solution of this angular form can be added. Other angular forms are excluded as well: a normalizable, regular addition would satisfy $(H_0-E_0)\chi=0$, hence be a multiple of the nondegenerate $\psi_0$, and orthogonality removes it.

The energy now needs only averages over the undisturbed atom:

$$E_2=\langle\psi_0|eFz\,f|\psi_0\rangle=-F^2\left\langle z^2\left(a+\frac r2\right)\right\rangle=-\frac{F^2}{3}\left(a\langle r^2\rangle+\frac{\langle r^3\rangle}{2}\right).$$

The factor 1/3 is the average of $\cos^2\theta$ over directions. The radial averages are

$$\langle r^n\rangle=\frac{4}{a^3}\int_0^\infty r^{n+2}e^{-2r/a}\,dr=\frac{(n+2)!}{2^{n+1}}\,a^n ,$$

which gives $\langle r^2\rangle=3a^2$ and $\langle r^3\rangle=\tfrac{15}{2}a^3$. Therefore

$$E_2=-\frac{F^2}{3}\left(3+\frac{15}{4}\right)a^3=-\frac94a^3F^2,\qquad \boxed{\alpha=\frac92\,a^3 .}$$

With the value of the Bohr radius this is 0.6668 Å$^3$. The fraction is rational because $f$ is a polynomial in $r$ times $\cos\theta$, and the moments of $e^{-2r/a}$ are rational multiples of powers of $a$.

The same $\alpha$ gives the induced dipole. To first order in the field,

$$d=-e\langle z\rangle=-2e\langle\psi_0|z|\psi_1\rangle=-\frac{2E_2}{F}=\alpha F .$$

It points along the field, as it should: the electron moves to negative $z$, and its charge is negative. The interaction energy of this dipole with the field is $-dF=-\alpha F^2$, twice $E_2$. The difference is the energy spent in distorting the atom. Using the first-order equation once more,

$$\langle\psi_1|H_0-E_0|\psi_1\rangle=-\langle\psi_1|V|\psi_0\rangle=-E_2=+\tfrac12\alpha F^2 ,$$

and the two contributions add up to $-\tfrac12\alpha F^2$.

The form of $f$ shows how the cloud responds. If the whole cloud were moved rigidly by a small distance $\delta$ towards negative $z$, its wave function would be $\psi_0(|\mathbf r+\delta\hat{\mathbf z}|)\approx\psi_0(1-\delta\cos\theta/a)$. Comparison with $1+f$ shows that, to first order in $F$, the surface of constant density with radius $r$ is shifted towards negative $z$ by

$$\delta(r)=\frac{aF}{e}\left(ar+\frac{r^2}{2}\right).$$

It vanishes at the nucleus, where the Coulomb force is strong, and grows outwards. At $r=a$ it is $\tfrac32a^3F/e$, a third of the mean displacement $d/e=\tfrac92a^3F/e$. The mean displacement is not the plain average of $\delta(r)$ over the charge, which is $3a^3F/e$: each surface counts in proportion to the volume it encloses and to the drop in density across it, which favours the large surfaces. The polarizability is thus weighted towards the outer part of the atom. Of the total, $2a^3$ comes from $\langle r^2\rangle$ and $\tfrac52a^3$ from $\langle r^3\rangle$, whose integrand $r^5e^{-2r/a}$ peaks at $r=\tfrac52a$.

A stronger nucleus suppresses the response steeply. For one electron bound to a fixed charge $Ze$, the logarithmic gradient becomes $-Z\hat{\mathbf r}/a$, and the radial equation changes only by $2/a\to2Z/a$ in the coefficient of $g'$. The matching conditions become $-4ZB/a=2F/(ea)$ and $4B=2ZA/a$, so $B=-F/(2eZ)$ and $A=-aF/(eZ^2)$. Since $\langle r^n\rangle$ shrinks by $Z^{-n}$, both parts of the energy acquire the factor $Z^{-4}$:

$$\alpha(Z)=\frac{9a^3}{2Z^4}.$$

Three powers of $Z$ express the smaller volume, and the fourth the stronger binding at a given size. For $Z\ne1$ the system is charged and would accelerate as a whole, so this formula describes the distortion about a nucleus that is held in place.

The result can be confirmed without using $f$. Diagonalizing the full $H$ in a basis of Laguerre functions, and extracting the $F^2$ coefficient of the lowest energy from fields between 0.003 and 0.009 $e/a^2$, gives $\alpha=4.500000\,a^3$. The dipole calculated from the eigenvector at $10^{-4}\,e/a^2$ gives $4.500002\,a^3$. The small excess is the nonlinear response. The same diagonalization gives the next term in the energy as $c_4F^4$ with $c_4=-55.5$ in atomic units; since $d=-dE/dF$, the ratio $d/F$ is $\alpha-4c_4F^2$, which exceeds $\alpha$ by $2\times10^{-6}$ at this field. The explicit sum over states, with bound radial functions and Coulomb waves, gives 4.5000 as well. In that sum the continuum carries 19% of the polarizability, so a sum restricted to bound states would not converge to the right answer however many were included.

For the example it is convenient to write the shift in terms of two energies:

$$E_2=-\frac94\,\frac{(eFa)^2}{e^2/a}.$$

At 1 MV/cm the potential energy changes by $eFa=5.2918$ meV across one Bohr radius, while $e^2/a=27.2114$ eV. Thus

$$E_2=-2.25\times\frac{(5.2918\times10^{-3}\ \text{eV})^2}{27.2114\ \text{eV}}=-2.315\ \mu\text{eV}.$$

In atomic units the field is $1.9447\times10^{-4}\,e/a^2$, and the mean displacement is $d/e=4.5\times1.9447\times10^{-4}\,a=46.3$ fm. At 5 MV/cm the displacement is five times larger, 232 fm, and the shift 25 times larger, $-57.9$ µeV. The smallness of both reflects the weakness of the applied field beside the atomic field $e/a^2$.

Linear response is well satisfied here. The relative nonlinear addition to the dipole, $-4c_4F^2/\alpha$, is $1.9\times10^{-6}$ at 1 MV/cm and $4.7\times10^{-5}$ at 5 MV/cm. Escape of the electron can be estimated from the bare triangular barrier $e^2/2a-eFs$, where $s$ is the distance towards negative $z$. It ends at $s_0=e/(2aF)$, and since $\sqrt{me^2/a}=\hbar/a$, the tunnelling exponent is

$$S=\frac2\hbar\int_0^{s_0}\sqrt{2m\left(\frac{e^2}{2a}-eFs\right)}\,ds=\frac2a\int_0^{s_0}\sqrt{1-\frac{s}{s_0}}\,ds=\frac{4s_0}{3a}=\frac{2e}{3a^2F}.$$

This is 3428 at the lower field and 686 at the higher one, so that $e^{-S}$ is about $10^{-1489}$ and $10^{-298}$. The estimate omits the prefactor and the lowering of the barrier by the Coulomb attraction, but it shows why the atom can be treated as bound at these fields. Thermal excitation is negligible too: with 10.2 eV to the $n=2$ level, the Boltzmann factor at 400 K is about $10^{-129}$.

The largest correction considered for the free atom comes from the motion of the proton. The atom is neutral, so the field couples only to the relative coordinate, $V=eF(z_e-z_p)$, and the centre of mass separates. The internal problem is the one already solved, with $m$ replaced by the reduced mass $\mu$. The length $\hbar^2/(\mu e^2)$ is $a\,m/\mu$, hence

$$\alpha_\mu=\frac92a^3\left(\frac m\mu\right)^3=\frac92a^3\left(1+\frac mM\right)^3,$$

where $M$ is the proton mass. The increase is 0.16%. The scaling was tested at the exaggerated value $\mu=0.8\,m$, where diagonalization and formula both give $8.7891\,a^3$. Relativistic corrections are expected on the scale $(e^2/\hbar c)^2=5.3\times10^{-5}$; this is an order of magnitude and not a calculated correction. The value 9/2 is therefore exact for the stated model, and good to a few parts in a thousand for the real free atom.

The two fields were chosen with interlayer dielectrics in mind: roughly 1 MV/cm is a high working field for such a film, and several MV/cm is the rough scale of its breakdown. The link to the dielectric constant is simplest for a dilute gas of $N$ atoms per unit volume, where the polarization is $N\alpha F$ and the dielectric constant is $1+4\pi N\alpha$; fewer or less polarizable units per volume lower it. A solid film breaks the assumption of an isolated atom in two ways. Neighbouring dipoles make the field acting on each unit differ from the average field, and chemical bonds change the electron cloud itself. How far bonded atoms can depart from free ones is seen in H$_2$, where the two effects act together and are not separated here. At a fixed bond length of 1.40 bohr, CCSD in the aug-cc-pVTZ basis gives 6.40 cubic bohr along the bond and 4.60 across it. The mean over orientations is $(6.40+2\times4.60)/3=5.20$, or 2.60 per atom, which is 42% below the free atom. The same basis gives 4.48 for the free atom, 0.5% below 9/2. The last digit of the molecular values is not converged: the larger aug-cc-pVQZ basis lowers them to 6.39 along the bond, 4.58 across it and 5.19 for the mean, shifts of 0.01 to 0.02, and leaves the reduction at 42%. The reduction is thus far larger than these basis effects. For two electrons CCSD is complete within its basis, but nuclear vibration and all surroundings are left out. The reduction belongs to H$_2$ and cannot be carried over to hydrogen bound to silicon or carbon in a film. It does show that adding free-atom polarizabilities can be wrong by tens of per cent, a far larger error than any of the free-atom corrections estimated above. The remaining digits are in the numerical output.

## Values computed for the example and the checks

```
<r^2>: 3.0000 a0^2
<r^3>: 7.5000 a0^3
alpha part from <r^2>: 2.0000 a0^3
alpha part from <r^3>: 2.5000 a0^3
alpha, closed form: 4.5000 a0^3
alpha, closed form: 0.6668 angstrom^3
alpha, energies in a field: 4.500000 a0^3
alpha, dipole in a field: 4.500002 a0^3
alpha share of 2p: 2.9596 a0^3
alpha share of all bound states: 3.6633 a0^3
alpha share of continuum: 0.8367 a0^3
alpha, sum over states: 4.5000 a0^3
upper bound on alpha: 5.3333 a0^3
test reduced mass: 0.80 m
alpha at test mass, diagonalized: 8.7891 a0^3
alpha at test mass, scaling: 8.7891 a0^3
F^4 energy coefficient: -55.54 atomic units
Bohr radius: 0.052918 nm
e^2/a0: 27.2114 eV
--- field 1.0 MV/cm ---
field in atomic units: 1.9447e-04 e/a0^2
e F a0: 5.2918 meV
energy shift: -2.315 micro-eV
dipole / e: 46.31 fm
nonlinear part of dipole, relative: 1.87e-06
tunnelling exponent S: 3428.1
log10 of exp(-S): -1488.8
--- field 5.0 MV/cm ---
field in atomic units: 9.7235e-04 e/a0^2
e F a0: 26.4589 meV
energy shift: -57.886 micro-eV
dipole / e: 231.54 fm
nonlinear part of dipole, relative: 4.67e-05
tunnelling exponent S: 685.6
log10 of exp(-S): -297.8
--- other neglected effects ---
finite proton mass, relative change of alpha: 1.635e-03
relativistic scale (e^2/hbar c)^2: 5.33e-05
temperature: 400 K
gap to n = 2: 10.204 eV
log10 of Boltzmann factor exp(-gap/kT): -128.6
--- H2, CCSD/aug-cc-pVTZ ---
bond length: 1.40 a0
alpha of H atom in this basis: 4.477 a0^3
alpha along the bond: 6.401 a0^3
alpha across the bond: 4.603 a0^3
mean alpha: 5.202 a0^3
mean alpha per atom: 2.601 a0^3
per atom / free atom: 0.578
```
